# Density-of-states and subband-shift parts of the inversion-layer capacitance

## 1. What dimensions and scaling allow

Take electrons of mass \(m\) held against an insulator wall at \(z=0\) by their own attraction to the gate charge. Let \(N\) be their number per area, \(\varepsilon\) the semiconductor permittivity and \(q>0\) the elementary charge. Suppose that one subband is occupied and that no other field acts.

Motion along \(z\) involves two energies. Confinement to a length \(\ell\) costs about \(\hbar^2/(m\ell^2)\). The field is of order \(qN/\varepsilon\), so the potential energy across the layer is about \(q^2N\ell/\varepsilon\). Equating them gives

\[
\ell=\left(\frac{\hbar^2\varepsilon}{mq^2N}\right)^{1/3},\qquad
E_1=c\,\frac{\hbar^2}{m\ell^2}\propto N^{2/3},
\]

with \(c\) a pure number. Hence \(dE_1/dN\) is a number times \(q^2\ell/\varepsilon\), and the associated capacitance per area is a permittivity divided by a length.

Motion along the wall is free. At zero temperature, filling a two-dimensional band to a height \(E_F-E_1\) requires \(N\propto(m/\hbar^2)(E_F-E_1)\). The derivative \(d(E_F-E_1)/dN\) is thus a number times \(\hbar^2/m\), with neither \(\varepsilon\) nor \(\ell\) in it. The form to expect is

\[
\frac{q^2}{C_{\rm inv}}=a\,\frac{\hbar^2}{m}+b\,\frac{q^2\ell}{\varepsilon}.
\]

The first term comes from filling states, the second from moving the subband. It remains to find \(a\) and \(b\), and to see what survives at finite temperature, with a back field and with several subbands.

## 2. The capacitance as an energy derivative

Measure every energy, including \(E_F\), from the conduction-band edge at the wall, so that \(E_c(0)=0\). In equilibrium the Fermi level is flat. Raising the surface potential by \(d\psi_s\) lowers the band edge at the wall by \(q\,d\psi_s\) relative to it, so in this convention \(dE_F=q\,d\psi_s\). The inversion charge has magnitude \(qN\), and

\[
C_{\rm inv}\equiv q\frac{dN}{d\psi_s}=q^2\frac{dN}{dE_F},\qquad
\frac{1}{C_{\rm inv}}=\frac1{q^2}\frac{dE_F}{dN}.
\]

Writing \(E_F=(E_F-E_1)+E_1\) gives

\[
\frac1{C_{\rm inv}}=\frac1{q^2}\frac{d(E_F-E_1)}{dN}+\frac1{q^2}\frac{dE_1}{dN}. \tag{1}
\]

This is an identity for any number of subbands. Whether its first term measures only the density of states is a separate question, taken up in section 5.

## 3. One subband: the filling term

Assume a parabolic, isotropic band with one valley. Per unit area, the number of states with in-plane wavevector below \(k\) is \(2\pi k^2/(2\pi)^2=k^2/2\pi\), spin included. With \(k^2=2mE/\hbar^2\) this is \(mE/(\pi\hbar^2)\), so the density of states is \(D=m/(\pi\hbar^2)\). Then

\[
N=D\int_{E_1}^{\infty}\frac{dE}{1+e^{(E-E_F)/kT}}
=DkT\ln\!\left(1+e^{\eta}\right),\qquad \eta=\frac{E_F-E_1}{kT}.
\]

Differentiation gives

\[
\frac{dN}{d(E_F-E_1)}=D\,\frac{e^\eta}{1+e^\eta}=Df_1,
\]

where \(f_1\) is the Fermi occupation at the subband bottom. Since \(1+e^\eta=e^{N/DkT}\), we have \(f_1=1-e^{-N/DkT}\), and

\[
C_{\rm DOS}=q^2D\left(1-e^{-N/DkT}\right).
\]

**Limits.** For \(N\gg DkT\) this becomes \(q^2D\), so \(a=\pi\) in section 1. For \(N\ll DkT\), expanding the exponential gives \(q^2N/kT\): a dilute gas needs a Fermi-level change \(kT\,dN/N\), whatever its mass.

**Numbers.** Take round model parameters: \(m=0.05\,m_e\), relative permittivity 14, \(T=300\) K. Then \(kT=25.85\) meV, \(D=2.089\times10^{13}\) eV\(^{-1}\)cm\(^{-2}\) and \(q^2D=3.346\) µF/cm². At \(N=2\times10^{12}\) cm\(^{-2}\),

\[
\frac{N}{DkT}=\frac{2\times10^{12}}{(2.089\times10^{13})(0.02585)}=3.70,
\]

so \(C_{\rm DOS}=3.346\,(1-e^{-3.70})=3.26\) µF/cm².

## 4. One subband: the shift term

**Potential.** Let a fixed field \(qN_b/\varepsilon\) enter from behind the layer, due to charge farther from the wall. Gauss's law for electrons of density \(n(z)\) gives the field along \(+z\) as \((q/\varepsilon)[N_b+\int_z^\infty n\,dz']\). The electron potential energy \(V\) has slope \(q\) times this field, so it rises away from the wall. With \(V(0)=0\),

\[
V(z)=\frac{q^2}{\varepsilon}\left[N_bz+\int_0^\infty n(z')\min(z,z')\,dz'\right]. \tag{2}
\]

The minimum appears because a sheet at \(z'\) contributes to the slope only at points nearer the wall than \(z'\). This is the Hartree potential; exchange, correlation and image terms are left out.

For one subband \(n=N|\phi_1|^2\), with \(\phi_1\) real, normalized and zero at the wall. Let \(S(z)=\int_z^\infty|\phi_1|^2dz'\) be the fraction of charge beyond \(z\). Equation (2) becomes

\[
V(z)=\frac{q^2}{\varepsilon}\left[N_bz+N\int_0^zS\,dz'\right].
\]

**Derivative of the level.** In \(E_1=\langle\phi_1|H|\phi_1\rangle\), the change of \(\phi_1\) contributes \(2E_1\langle\phi_1|d\phi_1\rangle=0\) by normalization. What remains is the change of \(V\), including its self-consistent part:

\[
\frac{dE_1}{dN}=\int_0^\infty|\phi_1|^2\frac{dV}{dN}\,dz,\qquad
\frac{dV}{dN}=\frac{q^2}{\varepsilon}\int_0^z h\,dz',\quad h=S+N\dot S,
\]

where a dot means \(d/dN\) at fixed \(N_b\). Because \(|\phi_1|^2=-dS/dz\), integrate by parts. The boundary terms vanish, since the inner integral is zero at the wall and \(S\) decays at large depth:

\[
\frac{dE_1}{dN}=\frac{q^2}{\varepsilon}\int_0^\infty S\,(S+N\dot S)\,dz
=\frac{q^2}{\varepsilon}\left[\Lambda+\frac N2\frac{d\Lambda}{dN}\right],\qquad
\Lambda=\int_0^\infty S^2dz. \tag{3}
\]

The length \(\Lambda\) has a simple meaning. \(S^2(z)\) is the probability that two independently drawn electrons both lie beyond \(z\), so \(\Lambda\) is the mean of the smaller of their depths. The mean depth itself is \(z_{\rm av}=\int_0^\infty S\,dz\). As \(0\le S\le1\), \(\Lambda\le z_{\rm av}\).

**Sign of the relaxation.** Adding \(dN\) electrons changes the potential by \(\delta V=(dV/dN)\,dN\). First-order perturbation theory gives \(\delta\phi_1=\sum_{n>1}\phi_n\langle n|\delta V|1\rangle/(E_1-E_n)\), and with \(\delta|\phi_1|^2=2\phi_1\delta\phi_1\),

\[
\int\delta|\phi_1|^2\,\delta V\,dz=2\sum_{n>1}\frac{|\langle n|\delta V|1\rangle|^2}{E_1-E_n}\le0,
\]

because \(E_1\) is the lowest level. The same integration by parts, with \(\dot S\) in place of \(S\), turns this into

\[
\int_0^\infty\dot S\,h\,dz\le0. \tag{4}
\]

Two consequences follow. Inserting \(h=S+N\dot S\) gives \(\int S\dot S\,dz\le-N\int\dot S^2dz\le0\), and since \(d\Lambda/dN=2\int S\dot S\,dz\), \(\Lambda\) cannot grow with \(N\). Inserting instead \(N\dot S=h-S\) gives \(\int Sh\,dz\ge\int h^2dz\ge0\), so \(dE_1/dN\) is not negative. Together,

\[
0\le\frac{dE_1}{dN}\le\frac{q^2\Lambda}{\varepsilon}\le\frac{q^2z_{\rm av}}{\varepsilon},
\qquad C_{\rm shift}=\frac{q^2}{dE_1/dN}\ \ge\ \frac{\varepsilon}{\Lambda}\ \ge\ \frac{\varepsilon}{z_{\rm av}}. \tag{5}
\]

The estimate \(\varepsilon/z_{\rm av}\) is thus a lower bound on the one-subband shift capacitance within this model. The reason is visible in (2): \(q^2Nz_{\rm av}/\varepsilon\) is the energy the layer's charge adds between the wall and a point behind the whole layer, whereas the electrons sit inside the layer and feel less of it. Contraction of the wavefunction reduces the shift further.

**Limit without back field.** For \(N_b=0\), \(S\) depends on \(z/\ell\) alone, so \(\Lambda\propto\ell\propto N^{-1/3}\) and \(N\,d\Lambda/dN=-\Lambda/3\). Equation (3) gives

\[
\frac{dE_1}{dN}=\frac56\,\frac{q^2\Lambda}{\varepsilon}.
\]

Section 1 gives independently \(dE_1/dN=2E_1/(3N)\). A self-consistent solution at \(N=2\times10^{12}\) cm\(^{-2}=0.02\) nm\(^{-2}\), restricted to one subband, has \(E_1=159.3\) meV, so the scaling law predicts

\[
\frac{2(0.1593\ \mathrm{eV})}{3(0.02\ \mathrm{nm^{-2}})}=5.31\ \mathrm{eV\,nm^2}.
\]

Differencing the levels at neighbouring densities also gives 5.31 eV nm², and its ratio to \(q^2\Lambda/\varepsilon\) is 0.833, as required. This also fixes the second number of section 1: \(b=\tfrac56\Lambda/\ell\), and with \(\Lambda=4.93\) nm and \(\ell=3.89\) nm here, \(b=1.06\). This case illustrates the scaling only. Without a back field the potential levels off at \(q^2Nz_{\rm av}/\varepsilon=180\) meV, while \(E_F=254\) meV lies above that plateau, so a real layer at this density would not stay in one subband. The pure numbers 5/6 and \(b\) do not depend on \(N\).

**Limit of a dominant back field.** For \(N\to0\) at fixed \(N_b>0\), the potential becomes linear and \(\Lambda\) tends to a finite value set by \(N_b\). Then \(N\,d\Lambda/dN\to0\) and the factor 5/6 is replaced by 1: the added charge still reshapes the state in proportion to \(dN\), but in (3) this reshaping enters \(dE_1/dN\) with a factor \(N\), which vanishes. With \(N_b=10^{12}\) cm\(^{-2}\) and \(N=2\times10^{12}\) cm\(^{-2}\) the computed factor is 0.926, between these two limits.

**Assembling the one-subband result.** With this back field, \(z_{\rm av}=5.06\) nm, \(\Lambda=3.73\) nm and \(\varepsilon/z_{\rm av}=2.451\) µF/cm². Therefore

\[
C_{\rm shift}=\frac{2.451}{0.926}\times\frac{5.06}{3.73}=3.59\ \text{µF/cm}^2,
\]

which is 1.46 times \(\varepsilon/z_{\rm av}\). In series with \(C_{\rm DOS}\),

\[
C_{\rm inv}=\left(\frac1{3.26}+\frac1{3.59}\right)^{-1}=1.71\ \text{µF/cm}^2.
\]

Neither part may be dropped here. The restriction to one subband is imposed: in this potential \(E_2\) lies only about \(0.4\,kT\) above \(E_F\), and section 6 lifts the restriction.

## 5. Several subbands: what the separation becomes

One subband suffices when \(E_F\) lies several \(kT\) below \(E_2\) and \(kT\) is small compared with \(E_2-E_1\). Otherwise each subband holds

\[
N_i=DkT\ln\!\left[1+e^{(E_F-E_i)/kT}\right],\qquad
\frac{dN_i}{d(E_F-E_i)}=Df_i\equiv g_i.
\]

Sum the changes, with \(G=\sum_ig_i\):

\[
dN=\sum_ig_i(dE_F-dE_i)=G\,dE_F-\sum_ig_i\,dE_i.
\]

Dividing by \(G\,dN\) and solving for \(dE_F/dN\),

\[
\boxed{\frac1{C_{\rm inv}}=\frac1{q^2G}+\frac1{q^2}\sum_i\frac{g_i}{G}\frac{dE_i}{dN}} \tag{6}
\]

The first term is the response with all subbands frozen, so \(C_{\rm DOS}=q^2G\). The second is the mean subband shift, weighted by each subband's ability to accept electrons. For one subband (6) reduces to (1).

**Why \(E_1\) alone does not separate the parts.** Subtract \(dE_1/dN\) from \(dE_F/dN\) in (6), using \(\sum_ig_i/G=1\):

\[
\frac{d(E_F-E_1)}{dN}=\frac1G+\sum_i\frac{g_i}{G}\frac{d(E_i-E_1)}{dN}. \tag{7}
\]

The last sum is an electrostatic change of subband spacing. Identity (1) still gives the correct total, but its first term is a pure density-of-states term only if this sum vanishes.

**Dilute limit.** When every \(f_i\ll1\), \(N_i\simeq DkTf_i\), so \(G\simeq N/kT\) for any number of subbands. The filling term \(kT/N\) then diverges as \(N\to0\), while the shifts stay finite at fixed \(N_b>0\). Hence \(C_{\rm inv}\to q^2N/kT\) at fixed \(N_b\). If instead \(N_b\) is the charge of a depletion layer of width \(W\) that follows the surface potential, \(dN_b/dN\) also grows as \(1/N\), the shifts diverge with it, and the limit is lowered by a fraction of about \(z_{\rm av}/W\), some 6% for \(W=110\) nm. At \(N=10^{10}\) cm\(^{-2}\) this limit is 0.0620 µF/cm²; the full calculation gives \(C_{\rm DOS}=0.0614\) and \(C_{\rm inv}=0.0601\) µF/cm².

**Degenerate limit.** If \(M\) subbands are filled to many \(kT\) above their bottoms and the rest are empty, \(G=MD\) and \(C_{\rm DOS}=Mq^2D\). The density-of-states capacitance can therefore exceed the one-subband ceiling \(q^2D\).

## 6. Worked case with several subbands

Keep the same parameters, \(N=2\times10^{12}\) and \(N_b=10^{12}\) cm\(^{-2}\), and let ten subbands fill thermally. The Schrödinger equation and (2) are solved together, and derivatives are taken between neighbouring densities. The Fermi level is at 305.7 meV. For the lowest three subbands:

| \(i\) | \(E_i\) (meV) | \(f_i\) | \(dE_i/dN\) (eV nm²) |
|---|---|---|---|
| 1 | 220.0 | 0.965 | 4.58 |
| 2 | 329.6 | 0.284 | 5.78 |
| 3 | 407.1 | 0.019 | 6.07 |

The second subband lies above the Fermi level and holds only \(1.80\times10^{11}\) cm\(^{-2}\), 9% of the electrons. Yet it supplies \(0.949/4.248=22\%\) of \(G\), because \(G\) counts the readiness to accept charge, not the charge present.

The two terms of (6), each multiplied by \(q^2\), are

\[
\frac1G=3.772,\qquad \sum_i\frac{g_i}{G}\frac{dE_i}{dN}=4.874,\qquad
\text{sum}=8.646\ \mathrm{eV\,nm^2}.
\]

The direct derivative \(dE_F/dN\) is also 8.646 eV nm². This is a real test, since the sum uses occupations and shifts obtained from \(\int|\phi_i|^2(dV/dN)\,dz\), not the change of \(E_F\). One \(q^2/(\mathrm{eV\,nm^2})\) equals 16.02 µF/cm², so

\[
C_{\rm DOS}=\frac{16.02}{3.772}=4.25,\quad
C_{\rm shift}=\frac{16.02}{4.874}=3.29,\quad
C_{\rm inv}=\frac{16.02}{8.646}=1.85\ \text{µF/cm}^2.
\]

Filling accounts for 44% of \(1/C_{\rm inv}\) and the shift for 56%.

Using \(E_1\) alone gives \(d(E_F-E_1)/dN=4.065\) eV nm². The excess over \(1/G\) is 0.293 eV nm². By (7), the second subband contributes \(0.223\,(5.78-4.58)=0.27\) of this; the third supplies most of the rest. Read as a density-of-states capacitance, the \(E_1\) derivative would give 3.94 µF/cm², 7% below \(q^2G\).

The forced one-subband value, 1.71 µF/cm², is 8% below 1.85. Two changes compete: allowing more subbands raises \(C_{\rm DOS}\) from 3.26 to 4.25 µF/cm², but lowers \(C_{\rm shift}\) from 3.59 to 3.29. The first prevails here.

The bounds (5) were proved for a single occupied subband. In this case \(C_{\rm shift}=3.29\) µF/cm² still exceeds \(\varepsilon/z_{\rm av}=2.26\) µF/cm², but that is a computed fact for these parameters, not a consequence of the proof.

**Change with density.** At \(5\times10^{11}\) cm\(^{-2}\), \(C_{\rm DOS}=2.10\) and \(C_{\rm shift}=2.92\) µF/cm², so filling gives the larger part of \(1/C_{\rm inv}\). At \(5\times10^{12}\) cm\(^{-2}\) they are 6.60 and 3.54 µF/cm², and the shift dominates. Over this range \(C_{\rm DOS}\) triples while \(C_{\rm shift}\) rises by about a fifth.

## 7. The same result as a circuit of subbands

For a subband whose population changes, \(dE_F=d(E_F-E_i)+dE_i\) divided by \(dN_i\) gives

\[
\frac{dE_F}{dN_i}=\frac1{g_i}+\frac{dE_i}{dN_i}.
\]

This is a series pair with elements \(q^2g_i\) and \(q^2dN_i/dE_i\). Since \(dN/dE_F=\sum_idN_i/dE_F\), the pairs stand in parallel. For the first subband,

\[
\left(\frac1{3.229}+\frac1{2.865}\right)^{-1}=1.518\ \text{µF/cm}^2 .
\]

The second and third pairs give 0.314 and 0.019 µF/cm². Together they make 1.852, and the higher subbands bring the total to 1.853 µF/cm².

The shift element here uses \(dN_i\), not \(dN\), so it describes how the total charge moves level \(i\) per electron added to that level. Nothing in this definition forces it to be positive. From \(dN_i/dN=g_i(dE_F/dN-dE_i/dN)\), a level that rose faster than a rising \(E_F\) would lose electrons, and its element would be negative. The first three elements are positive in this case.

## 8. The gate, the back field and the limits of validity

Let the insulator have capacitance \(C_{\rm ins}\) per area and no varying interface charge. Its voltage drop is \(q(N+N_b)/C_{\rm ins}\), so

\[
qV_G=\text{const}+E_F+\frac{q^2(N+N_b)}{C_{\rm ins}}.
\]

At fixed \(N_b\), differentiation by \(N\) and division by \(q^2\) give \(1/C_g=1/C_{\rm inv}+1/C_{\rm ins}\), with \(C_g=q\,dN/dV_G\). For \(C_{\rm ins}\ll C_{\rm inv}\) the layer is invisible and \(C_g\to C_{\rm ins}\). For \(C_{\rm ins}=3\) µF/cm²,

\[
C_g=\left(\frac1{3}+\frac1{1.853}\right)^{-1}=1.15\ \text{µF/cm}^2,
\]

only 38% of the insulator value. Thinning the insulator further cannot raise \(C_g\) above \(C_{\rm inv}\) at this density.

If the charge behind the layer responds to the bias, \(N_b\) varies with \(N\). Equation (6) survives with total derivatives, because its derivation never held \(N_b\) fixed. The shifts do change: for the illustrative slope \(dN_b/dN=0.1\), \(C_{\rm inv}\) falls from 1.85 to 1.72 µF/cm². A uniformly doped depletion layer 110 nm wide gives only about 0.014 at this density, and a drop of about 1%. Equations (3) to (5), by contrast, require fixed \(N_b\).

Equation (6) needs each \(N_i\) to depend on \(E_F-E_i\) alone. If the in-plane mass of a subband changed with the confining field, \(dN_i\) would acquire a further term. The parabolic band is itself a limit: real conduction bands with a mass near \(0.05\,m_e\) are noticeably nonparabolic a few tenths of an eV above their edge, where the density of states exceeds the constant \(D\) used here. The capacitances above therefore illustrate the model and are not predictions for a particular material. Penetration into the insulator would alter the boundary condition at the wall, and exchange and correlation would add to (2); both would change the shifts. A zero-temperature local-density exchange term alone raises \(C_{\rm shift}\) from 3.29 to about 3.49 µF/cm² and \(C_{\rm inv}\) by about 2% at \(2\times10^{12}\) cm\(^{-2}\), and \(C_{\rm inv}\) by about 4% at \(5\times10^{11}\) cm\(^{-2}\). Halving the grid spacing changes \(C_{\rm inv}\) by about 0.02%. The full grid error is about 0.03% in \(C_{\rm inv}\), up to 0.1 meV in the tabulated levels and about 0.002 eV nm² in \(dE_F/dN\), so the last digit of the four-figure values is uncertain. This says nothing about these omissions. The numerical output below lists the main computed values.

## Numbers as computed

```
mass 0.05 m_e, relative permittivity 14.0, T 300.0 K
kT = 25.852 meV
back-field sheet density N_b = 1.00e+12 cm^-2
density of states D = 2.0887e+13 /(eV cm^2)
degenerate one-subband limit q^2 D = 3.3464 uF/cm^2
Table: N [cm^-2], EF-E1 [meV], C_DOS, C_shift, C_inv [uF/cm^2]
  1.0e+10   -103.80   0.0614   2.6972   0.0601
  5.0e+11      9.15   2.0989   2.9240   1.2218
  2.0e+12     85.66   4.2481   3.2872   1.8532
  5.0e+12    190.35   6.5979   3.5401   2.3039
dilute check at lowest N: q^2 N/kT = 0.0620 uF/cm^2
Main case N = 2.0e+12 cm^-2, EF = 305.65 meV
Subband: E_i [meV], N_i [cm^-2], f_i, dE_i/dN [eV nm^2]
  1: 219.98  1.8085e+12  0.9649  4.5808
  2: 329.62  1.7997e+11  0.2835  5.7826
  3: 407.05  1.0582e+10  0.0194  6.0697
Subband: DOS element, shift element, series pair [uF/cm^2]
  1: 3.2289  2.8652  1.5181
  2: 0.9485  0.4696  0.3141
  3: 0.0649  0.0276  0.0194
sum of all series pairs = 1.8532 uF/cm^2
1/G = 3.7715 eV nm^2
weighted mean shift = 4.8741 eV nm^2
sum of the two parts = 8.6456 eV nm^2
direct dEF/dN = 8.6456 eV nm^2
d(EF-E1)/dN = 4.0648 eV nm^2
q^2/[d(EF-E1)/dN] = 3.9416 uF/cm^2
q^2/[dE1/dN] = 3.4976 uF/cm^2
mean depth z_av = 5.483 nm
eps/z_av = 2.2606 uF/cm^2
C_inv on grid of half spacing = 1.8528 uF/cm^2
C_inv if dN_b/dN = 0.1: 1.7208 uF/cm^2
C_ins = 3.00, gate capacitance = 1.1455 uF/cm^2
One subband, with back field, same N:
  E1 = 218.57 meV, z_av = 5.058 nm, Lambda = 3.729 nm
  dE1/dN = 4.4627 eV nm^2, ratio to q^2 Lambda/eps = 0.9260
  C_DOS = 3.2640, C_shift = 3.5902, C_inv = 1.7097 uF/cm^2
  eps/z_av = 2.4507 uF/cm^2, C_shift/(eps/z_av) = 1.4650
One subband, no back field, same N:
  E1 = 159.32 meV, z_av = 6.963 nm, Lambda = 4.930 nm
  dE1/dN = 5.3101 eV nm^2, ratio to q^2 Lambda/eps = 0.8333
  C_DOS = 3.2640, C_shift = 3.0173, C_inv = 1.5679 uF/cm^2
  eps/z_av = 1.7803 uF/cm^2, C_shift/(eps/z_av) = 1.6948
```
